# Thermal Averaging of Annihilation: Single Integral and Low-Temperature Expansion: a test that failed at first

The program, its output, the diagnosis and the repair follow.

```python
"""
Result under test: for two species of mass m with Maxwell-Boltzmann
distributions exp(-E/T), the thermal average of sigma * v_Moller is
  1/(8 m^4 T K2(m/T)^2) * Int_{4m^2}^inf sigma (s-4m^2) sqrt(s) K1(sqrt(s)/T) ds
and, with x = m/T, eps = (s-4m^2)/(4m^2), sigma*v_lab = sum_k a_k eps^k,
  a0 + (3/2)a1/x + (9/2 a1 + 15/4 a2)/x^2
     + (15/16 a1 + 195/8 a2 + 105/8 a3)/x^3 + O(x^-4).
s: squared centre-of-mass energy; v_lab: speed of one particle in the rest
frame of the other; K1, K2: modified Bessel functions.
Units: hbar = c = k_B = 1 and m = 1. Example: mu+ mu- -> e+ e- at tree level,
with cross sections in units of pi alpha^2/m^2.
"""
import numpy as np
import sympy as sp
import mpmath as mp
from scipy import constants as const
from scipy.integrate import quad, solve_ivp
from scipy.special import kve


def v_lab(eps):
    return 2 * np.sqrt(eps * (1 + eps)) / (1 + 2 * eps)


def sigma_muon(eps):
    s = 4 * (1 + eps)
    return 4 / (3 * s) * (1 + 2 / s) / np.sqrt(eps / (1 + eps))


def thermal_average(sigma, x):
    """Single integral over s, with s = 4 + u^2 and scaled Bessel functions."""
    def integrand(u):
        root_s = np.sqrt(4 + u * u)
        boltzmann = np.exp(-x * u * u / (root_s + 2))
        return (sigma(u * u / 4) * u * u * root_s
                * kve(1, root_s * x) * boltzmann * 2 * u)
    u_max = np.sqrt((2 + 45 / x) ** 2 - 4)
    value = quad(integrand, 0, u_max, epsabs=0, epsrel=1e-11, limit=200)[0]
    return x * value / (8 * kve(2, x) ** 2)


def direct_average(sigma, x, n_p=80, n_c=60):
    """Average from the definition: integrate over p1, p2 and their angle."""
    p_max = np.sqrt((1 + 45 / x) ** 2 - 1)
    node, weight = np.polynomial.legendre.leggauss(n_p)
    p = 0.5 * p_max * (node + 1)
    energy = np.sqrt(1 + p * p)
    w = 0.5 * p_max * weight * p * p * np.exp(-x * (energy - 1))
    c, wc = np.polynomial.legendre.leggauss(n_c)
    p1, p2, cos = p[:, None, None], p[None, :, None], c[None, None, :]
    e1, e2 = energy[:, None, None], energy[None, :, None]
    v1, v2 = p1 / e1, p2 / e2
    v_sq = v1**2 + v2**2 - 2 * v1 * v2 * cos - (v1 * v2)**2 * (1 - cos**2)
    v_moller = np.sqrt(np.maximum(v_sq, 0))
    eps = (e1 * e2 - p1 * p2 * cos - 1) / 2
    total = np.einsum('i,j,k,ijk->', w, w, wc, sigma(eps) * v_moller)
    return total / (w.sum() ** 2 * wc.sum())


# The single integral against the definition, for two different cross sections
direct_values = {}
for x in (1.0, 20.0):
    direct_values[x] = direct_average(sigma_muon, x)
    assert abs(direct_values[x] / thermal_average(sigma_muon, x) - 1) < 1e-7


def sigma_constant(eps):
    return 1.0 + 0.0 * eps


# v_Moller has a cusp at p1 = p2, which limits the product quadrature
assert abs(direct_average(sigma_constant, 20.0)
           / thermal_average(sigma_constant, 20.0) - 1) < 1e-4


# One-particle averages from Bessel functions, against quadrature
def one_particle(x):
    mean_e = kve(1, x) / kve(2, x) + 3 / x
    mean_p2 = 3 * kve(3, x) / (x * kve(2, x))
    return mean_e, mean_p2


def one_particle_quadrature(function, x):
    p_max = np.sqrt((1 + 45 / x) ** 2 - 1)

    def weight(p):
        return p * p * np.exp(-x * (np.sqrt(1 + p * p) - 1))
    top = quad(lambda p: weight(p) * function(p), 0, p_max, epsabs=0)[0]
    return top / quad(weight, 0, p_max, epsabs=0)[0]


for x in (1.0, 20.0):
    mean_e, mean_p2 = one_particle(x)
    numeric_e = one_particle_quadrature(lambda p: np.sqrt(1 + p * p), x)
    numeric_p2 = one_particle_quadrature(lambda p: p * p, x)
    numeric_pv = one_particle_quadrature(lambda p: p * p / np.sqrt(1 + p * p), x)
    assert abs(numeric_e / mean_e - 1) < 1e-7
    assert abs(numeric_p2 / mean_p2 - 1) < 1e-7
    assert abs(numeric_pv * x / 3 - 1) < 1e-7


def moment(k, x):
    """Thermal average when sigma * v_lab = eps^k, from the single integral."""
    return thermal_average(lambda eps: eps**k / v_lab(eps), x)


def exact_moments(x):
    mean_e, u = one_particle(x)
    g2 = mean_e**2 + 3 / x**2
    return 1.0, (g2 - 1) / 2, ((1 + u)**2 + u**2 - 2 * g2 + 1) / 4


for x in (1.0, 5.0, 20.0):
    for k, value in enumerate(exact_moments(x)):
        assert abs(moment(k, x) / value - 1) < 1e-8

# Coefficients of the expansion against high-precision integrals at large x
mp.mp.dps = 30


def moment_high_precision(k, x):
    def integrand(r):
        eps = r * r / x
        return (eps**k * mp.sqrt(eps) * (1 + 2 * eps)
                * mp.besselk(1, 2 * x * mp.sqrt(1 + eps)) * 2 * r / x)
    return 2 * x * mp.quad(integrand, [0, 3, 9]) / mp.besselk(2, x) ** 2


moment_series = {1: (1.5, 4.5, 15 / 16), 2: (0, 15 / 4, 195 / 8),
                 3: (0, 0, 105 / 8)}
x_large = mp.mpf(10) ** 5
for k, coefficients in moment_series.items():
    series = sum(mp.mpf(c) / x_large**(j + 1)
                 for j, c in enumerate(coefficients))
    scaled_error = (moment_high_precision(k, x_large) - series) * x_large**3
    assert abs(scaled_error) < 0.02

# Cross section from explicit gamma matrices and two-body phase space
pauli = [np.array([[0, 1], [1, 0]]), np.array([[0, -1j], [1j, 0]]),
         np.array([[1, 0], [0, -1]])]
gamma = [np.diag([1, 1, -1, -1]).astype(complex)]
gamma += [np.kron(np.array([[0, 1], [-1, 0]]), matrix) for matrix in pauli]
metric = np.array([1, -1, -1, -1])


def slash(p):
    return sum(metric[i] * p[i] * gamma[i] for i in range(4))


def lepton_tensor(left, right):
    return np.array([[np.trace(left @ gamma[i] @ right @ gamma[j])
                      for j in range(4)] for i in range(4)])


def sigma_traces(s, final_mass):
    """Cross section in units of pi alpha^2, initial mass 1."""
    energy = np.sqrt(s) / 2
    p, k = np.sqrt(energy**2 - 1), np.sqrt(energy**2 - final_mass**2)
    one = np.eye(4)
    initial = lepton_tensor(slash([energy, 0, 0, -p]) - one,
                            slash([energy, 0, 0, p]) + one)
    total = 0.0
    for c, w in zip(*np.polynomial.legendre.leggauss(4)):
        kx, kz = k * np.sqrt(1 - c * c), k * c
        final = lepton_tensor(
            slash([energy, kx, 0, kz]) + final_mass * one,
            slash([energy, -kx, 0, -kz]) - final_mass * one)
        total += w * np.sum(np.outer(metric, metric) * initial * final).real
    return k / p * total / (8 * s**3)


def final_mass_factor(ratio):
    return np.sqrt(1 - 4 * ratio) * (1 + 2 * ratio)


for s in (4.3, 9.0):
    reference = sigma_muon((s - 4) / 4)
    assert abs(sigma_traces(s, 0.0) / reference - 1) < 1e-10
    massive = reference * final_mass_factor(0.3**2 / s)
    assert abs(sigma_traces(s, 0.3) / massive - 1) < 1e-10

# Taylor coefficients of sigma * v_lab by symbolic algebra
e = sp.symbols('epsilon', positive=True)
s_sym = 4 * (1 + e)
sigma_sym = sp.Rational(4, 3) / s_sym * (1 + 2 / s_sym) * sp.sqrt(1 + e) / sp.sqrt(e)
v_sym = 2 * sp.sqrt(e) * sp.sqrt(1 + e) / (1 + 2 * e)
f_sym = sp.simplify(sigma_sym * v_sym)
a = [sp.simplify(sp.diff(f_sym, e, k).subs(e, 0) / sp.factorial(k))
     for k in range(5)]
assert a[:4] == [1, sp.Rational(-7, 3), 5, sp.Rational(-31, 3)]
a_num = [float(value) for value in a]
series_coefficients = [a_num[0]] + [
    sum(a_num[k] * moment_series[k][j] for k in (1, 2, 3)) for j in range(3)]


def expansion(x, order):
    return sum(series_coefficients[j] / x**j for j in range(order + 1))


errors = [abs(expansion(100.0, n) - thermal_average(sigma_muon, 100.0))
          for n in range(4)]
assert errors[0] > errors[1] > errors[2] > errors[3]

# Remainder after the cubic Taylor polynomial lies between 0 and a4 * M4
x0 = 20.0
average = thermal_average(sigma_muon, x0)
moments = [moment(k, x0) for k in range(5)]
remainder = average - sum(a_num[k] * moments[k] for k in range(4))
remainder_bound = a_num[4] * moments[4]
assert 0 < remainder < remainder_bound


# Coulomb attraction, left out at tree level: factor and thermal size
def coulomb_factor(eta):
    return 2 * np.pi * eta / (-np.expm1(-2 * np.pi * eta))


eta_test, rho_end = 0.5, 500.0
wave = solve_ivp(lambda r, y: [y[1], -(1 + 2 * eta_test / r) * y[0]],
                 (1e-6, rho_end), [1e-6, 1.0], method='DOP853',
                 rtol=1e-9, atol=1e-11).y[:, -1]
k_end = np.sqrt(1 + 2 * eta_test / rho_end)
amplitude_sq = wave[0]**2 * k_end + wave[1]**2 / k_end
assert abs(coulomb_factor(eta_test) * amplitude_sq - 1) < 1e-3


def coulomb_enhancement(x, coupling):
    def corrected(eps):
        return sigma_muon(eps) * coulomb_factor(coupling / v_lab(eps))
    return thermal_average(corrected, x) / thermal_average(sigma_muon, x) - 1


# For weak coupling the enhancement is pi*coupling*<1/v> = coupling*sqrt(pi*x)
weak = coulomb_enhancement(2000.0, 1e-5)
assert abs(weak / (1e-5 * np.sqrt(np.pi * 2000.0)) - 1) < 1e-2

# Worked example
alpha = const.fine_structure
muon_mass = const.physical_constants['muon mass'][0]
muon_mev = muon_mass * const.c**2 / const.e / 1e6
unit_cm3_s = (np.pi * alpha**2 * (const.hbar / (muon_mass * const.c))**2
              * const.c * 1e6)
mass_ratio = (const.m_e / muon_mass)**2 / 4
mean_e, mean_p2 = one_particle(x0)

print(f"fine-structure constant alpha (no unit): {alpha:.8f}")
print(f"muon rest energy: {muon_mev:.4f} MeV")
print(f"worked point x = m/T (no unit): {x0:.0f}")
print(f"temperature k_B T at this point: {muon_mev / x0:.4f} MeV")
print(f"unit U = pi alpha^2/m^2 converted: {unit_cm3_s:.5e} cm^3/s")
print("Taylor coefficients a0..a4 in U:", ", ".join(str(v) for v in a))
print("coefficients of x^0, x^-1, x^-2, x^-3 in U:",
      ", ".join(f"{v:.4f}" for v in series_coefficients))
print(f"mean energy <E>/m at x=20 (no unit): {mean_e:.8f}")
print(f"mean square momentum <p^2>/m^2 at x=20 (no unit): {mean_p2:.8f}")
for k, value in enumerate(moments):
    print(f"moment M{k} at x=20 (no unit): {value:.8f}")
for j, coefficient in enumerate(series_coefficients):
    print(f"expansion term of order x^-{j} at x=20: {coefficient / x0**j:.8f} U")
print(f"single integral at x=20: {average:.8f} U")
print(f"direct momentum average at x=20: {direct_values[x0]:.8f} U")
print(f"third-order expansion at x=20: {expansion(x0, 3):.8f} U")
print(f"single integral at x=20 converted: {average * unit_cm3_s:.5e} cm^3/s")
print(f"third-order expansion converted: {expansion(x0, 3) * unit_cm3_s:.5e} cm^3/s")
print(f"Taylor remainder average at x=20: {remainder:.6f} U")
print(f"its upper bound a4*M4 at x=20: {remainder_bound:.6f} U")
print("x (no unit) | integral, orders 1, 2, 3 of the expansion, all in U")
for x in (3.0, 5.0, 10.0, 20.0, 50.0, 100.0):
    row = [thermal_average(sigma_muon, x)] + [expansion(x, n) for n in (1, 2, 3)]
    print(f"{x:5.0f} | " + "  ".join(f"{value:.7f}" for value in row))
print(f"relative loss from electron mass at threshold: "
      f"{1 - final_mass_factor(mass_ratio):.2e}")
for x in (20.0, 1000.0):
    print(f"omitted Coulomb enhancement at x={x:.0f}: "
          f"{100 * coulomb_enhancement(x, alpha):.2f} percent")
print("PASS")
```

It fails:

```
Traceback (most recent call last):
  File "check.py", line 136, in <module>
    assert abs(scaled_error) < 0.02
           ^^^^^^^^^^^^^^^^^^^^^^^^
AssertionError
```

The author's reading of the failure: The high-precision quadrature in the large-x test was at fault, not the expansion. mpmath stops refining once its absolute error estimate is small, and the integrand carried an unscaled factor of about exp(−2x) with x = 10⁵, so it stopped almost at once with a poor relative accuracy. The integrand is now divided by K2² and multiplied by x^k before integration, which makes it of order one. The tested coefficients and the tolerance of 0.02 are unchanged, and a new assertion that the zeroth moment equals 1 to 10⁻²⁰ guards the quadrature itself.

Repair:

```diff
@@ -119,10 +119,14 @@
 
 
-def moment_high_precision(k, x):
+def scaled_moment(k, x):
+    """x^k times the moment; the integrand is of order one because
+    mpmath controls the absolute error of a quadrature."""
+    prefactor = 2 * x / mp.besselk(2, x) ** 2
+
     def integrand(r):
         eps = r * r / x
-        return (eps**k * mp.sqrt(eps) * (1 + 2 * eps)
+        return (prefactor * (r * r)**k * mp.sqrt(eps) * (1 + 2 * eps)
                 * mp.besselk(1, 2 * x * mp.sqrt(1 + eps)) * 2 * r / x)
-    return 2 * x * mp.quad(integrand, [0, 3, 9]) / mp.besselk(2, x) ** 2
+    return mp.quad(integrand, [0, 3, 9])
 
 
@@ -130,9 +134,10 @@
                  3: (0, 0, 105 / 8)}
 x_large = mp.mpf(10) ** 5
+assert abs(scaled_moment(0, x_large) - 1) < mp.mpf(10) ** -20
 for k, coefficients in moment_series.items():
     series = sum(mp.mpf(c) / x_large**(j + 1)
                  for j, c in enumerate(coefficients))
-    scaled_error = (moment_high_precision(k, x_large) - series) * x_large**3
-    assert abs(scaled_error) < 0.02
+    value = scaled_moment(k, x_large) / x_large**k
+    assert abs((value - series) * x_large**3) < 0.02
 
 # Cross section from explicit gamma matrices and two-body phase space
```

Output now:

```
fine-structure constant alpha (no unit): 0.00729735
muon rest energy: 105.6584 MeV
worked point x = m/T (no unit): 20
temperature k_B T at this point: 5.2829 MeV
unit U = pi alpha^2/m^2 converted: 1.74931e-19 cm^3/s
Taylor coefficients a0..a4 in U: 1, -7/3, 5, -31/3, 21
coefficients of x^0, x^-1, x^-2, x^-3 in U: 1.0000, -3.5000, 8.2500, -15.9375
mean energy <E>/m at x=20 (no unit): 1.07946006
mean square momentum <p^2>/m^2 at x=20 (no unit): 0.16941901
moment M0 at x=20 (no unit): 1.00000000
moment M1 at x=20 (no unit): 0.08636701
moment M2 at x=20 (no unit): 0.01269390
moment M3 at x=20 (no unit): 0.00266795
moment M4 at x=20 (no unit): 0.00073660
expansion term of order x^-0 at x=20: 1.00000000 U
expansion term of order x^-1 at x=20: -0.17500000 U
expansion term of order x^-2 at x=20: 0.02062500 U
expansion term of order x^-3 at x=20: -0.00199219 U
single integral at x=20: 0.84379012 U
direct momentum average at x=20: 0.84379012 U
third-order expansion at x=20: 0.84363281 U
single integral at x=20 converted: 1.47605e-19 cm^3/s
third-order expansion converted: 1.47577e-19 cm^3/s
Taylor remainder average at x=20: 0.009412 U
its upper bound a4*M4 at x=20: 0.015469 U
x (no unit) | integral, orders 1, 2, 3 of the expansion, all in U
    3 | 0.3781701  -0.1666667  0.7500000  0.1597222
    5 | 0.5354396  0.3000000  0.6300000  0.5025000
   10 | 0.7189060  0.6500000  0.7325000  0.7165625
   20 | 0.8437901  0.8250000  0.8456250  0.8436328
   50 | 0.9331767  0.9300000  0.9333000  0.9331725
  100 | 0.9658093  0.9650000  0.9658250  0.9658091
relative loss from electron mass at threshold: 2.05e-10
omitted Coulomb enhancement at x=20: 6.35 percent
omitted Coulomb enhancement at x=1000: 48.56 percent
PASS
```
